# Vaporisation enthalpy of a liquid precursor from its Antoine parameters

**Question**

I am working through an exercise on precursor delivery for atomic layer deposition. A liquid precursor has Antoine parameters $B = 1500$ K and $C = -50$ K, for the base-10 logarithm of the pressure. I have to find its enthalpy of vaporisation at 350 K, treating the vapour as ideal.

I know that a plot of $\ln P$ against $1/T$ has slope $-\Delta H/R$. The Antoine equation looks like that kind of straight line, so I took $B$ as the slope, put in a factor $\ln 10$ for the logarithm, and got $R\ln(10)\,B = 28.7$ kJ/mol. But then neither $C$ nor the temperature matters, which can't be right if the exercise gives me both. A classmate used $C$ and got 22.0 kJ/mol. We also weren't given $A$. Is something missing from the exercise, and how does $C$ come in?

**Answer**

Nothing is missing, provided the exercise uses the common form of the Antoine equation, with $T+C$ in the denominator. Your $\ln 10$ is right, but $-B$ is the slope of $\log_{10}P$ against $1/(T+C)$, while the enthalpy needs the slope against $1/T$. Your classmate has the sign of $C$ reversed. It is worth starting from the condition for equilibrium, because that also shows what "ideal vapour" is doing in the question.

**The convention**

I take the Antoine equation in the form

$$\log_{10}\frac{P}{\text{Torr}} = A - \frac{B}{T+C},$$

with $T$ in kelvin and a plus sign in front of $C$. Here $P$ is the saturation pressure, the pressure of vapour in equilibrium with its liquid. With $C=-50$ K, the denominator at 350 K is $T+C = 300$ K.

Check this convention whenever you take parameters from a table. If the table writes $T-C$, the same liquid has $C=+50$ K. If it uses a Celsius temperature $t$, then $T = t + 273.15$, and the same denominator reads $t + 223.15$. If it uses the natural logarithm, the factor $\ln 10$ is already inside $B$.

**From equilibrium to the slope of the pressure curve**

At coexistence, the molar Gibbs energies of liquid and vapour are equal, $G_l = G_g$. If we change the temperature by $dT$ and let the pressure follow the saturation curve, they stay equal, so $dG_l = dG_g$. For each phase $dG = -S\,dT + V\,dP$, where $S$ and $V$ are the molar entropy and volume. Therefore

$$-S_l\,dT + V_l\,dP = -S_g\,dT + V_g\,dP .$$

Collecting the entropy terms on one side and the volume terms on the other gives

$$(S_g - S_l)\,dT = (V_g - V_l)\,dP .$$

Equal Gibbs energies also mean $0 = \Delta G = \Delta H - T\Delta S$, so $S_g - S_l = \Delta H/T$. Inserting this and solving for the slope gives the Clapeyron equation,

$$\frac{dP}{dT} = \frac{\Delta H}{T\,(V_g - V_l)} .$$

No property of an ideal gas has been used so far. Two approximations now enter:

1. The vapour is ideal, so $V_g = RT/P$.
2. The liquid volume $V_l$ is negligible beside $V_g$.

With these,

$$\Delta H = T\,\frac{RT}{P}\,\frac{dP}{dT} = RT^2\,\frac{d\ln P}{dT},$$

because $dP/P = d\ln P$. Since $d(1/T) = -dT/T^2$, this is the same as

$$\Delta H = -R\,\frac{d\ln P}{d(1/T)},$$

which is the slope rule you started from.

**Putting in the Antoine equation**

Convert to the natural logarithm first, using $\ln x = \ln(10)\,\log_{10}x$:

$$\ln\frac{P}{\text{Torr}} = \ln(10)\left[A - \frac{B}{T+C}\right].$$

Now differentiate. The constant $A$ drops out. The derivative of $(T+C)^{-1}$ is $-(T+C)^{-2}$, and its minus sign cancels the one in front of $B$:

$$\frac{d\ln P}{dT} = \ln(10)\,\frac{B}{(T+C)^2}.$$

Multiplying by $RT^2$ gives

$$\boxed{\Delta H(T) = R\,\ln(10)\,B\left(\frac{T}{T+C}\right)^2}$$

This explains why you weren't given $A$. It sets the size of the pressure, whereas the enthalpy depends on the relative change of pressure with temperature. Changing from Torr to pascal multiplies every pressure by the same number, which shifts $A$ and leaves $B$, $C$ and $\Delta H$ alone.

The squared ratio is the piece you were missing. It converts one kind of slope into the other:

$$\frac{d\left[1/(T+C)\right]}{d(1/T)} = \frac{-dT/(T+C)^2}{-dT/T^2} = \left(\frac{T}{T+C}\right)^2 .$$

If $C=0$ the ratio is 1, and your original formula is correct. Otherwise the plot of $\ln P$ against $1/T$ is curved, and you need its local slope at 350 K.

**The numbers**

The first factor is your own result:

$$R\ln(10)\,B = 8.31446 \times 2.30259 \times 1500\ \text{J/mol} = 28.717\ \text{kJ/mol}.$$

The second is

$$\left(\frac{350}{300}\right)^2 = 1.36111 .$$

Their product is

$$\Delta H(350\ \text{K}) = 28.717 \times 1.36111\ \text{kJ/mol} = 39.1\ \text{kJ/mol}.$$

Your classmate's value comes from using $T-C = 400$ K in the denominator, which makes the squared ratio less than 1 and gives 22.0 kJ/mol. Keeping the right denominator but leaving out $\ln 10$ would give 17.0 kJ/mol.

As a check that doesn't use the differentiated formula, I took the slope of $\ln P$ against $1/T$ from Antoine pressures at 349.95 K and 350.05 K. It gives 39.087 kJ/mol, the same as the formula to the digits shown.

**Why the answer depends on temperature**

Taking the logarithm of the boxed formula makes its temperature dependence easy to find:

$$\ln\Delta H = \text{constant} + 2\ln T - 2\ln(T+C).$$

Differentiating and combining the fractions,

$$\frac{1}{\Delta H}\frac{d\Delta H}{dT} = \frac{2}{T} - \frac{2}{T+C} = \frac{2C}{T(T+C)} .$$

For negative $C$ and $T+C>0$ this is negative, so the enthalpy falls on heating. At 350 K the slope is $-37.2$ J/(mol K). At 300 K the squared ratio is $(300/250)^2 = 1.44$, and the enthalpy is 41.4 kJ/mol.

This matters if you use the 350 K enthalpy to predict the pressure of a cooler source. To get actual pressures we need a value of $A$, so let me choose $A = 7.1$. Then

$$\log_{10}\frac{P(350\ \text{K})}{\text{Torr}} = 7.1 - \frac{1500}{300} = 2.1, \qquad P = 125.9\ \text{Torr},$$

$$\log_{10}\frac{P(300\ \text{K})}{\text{Torr}} = 7.1 - \frac{1500}{250} = 1.1, \qquad P = 12.59\ \text{Torr}.$$

If instead we hold $\Delta H$ fixed at its 350 K value and integrate the slope rule, we get

$$P(300\ \text{K}) = P(350\ \text{K})\,\exp\left[-\frac{\Delta H}{R}\left(\frac{1}{300\ \text{K}}-\frac{1}{350\ \text{K}}\right)\right] = 13.42\ \text{Torr}.$$

That is 6.6% above the Antoine value. The direction follows from the sign we just found: the enthalpy is larger below 350 K, so the pressure drops faster on cooling than the constant-enthalpy formula allows.

**What it means for delivery**

The enthalpy sets how strongly the vapour pressure responds to the source temperature:

$$\frac{d\ln P}{dT} = \frac{\Delta H}{RT^2} = \frac{2.30259\times 1500}{300^2}\ \text{K}^{-1} = 0.0384\ \text{K}^{-1}.$$

The saturation pressure therefore rises by 3.84% per kelvin at 350 K. The enthalpy is also the heat each mole of liquid takes up as it evaporates. If the heater doesn't replace that heat, the liquid cools and its vapour pressure falls. For a cooling of 1 K the loss is close to 4%.

With a carrier gas there is a further amplification. Suppose the gas leaves the source saturated, at a fixed total pressure $P_t$ greater than $P$ and a fixed molar carrier flow $F$. The precursor flow is then $F P/(P_t-P)$, since the molar flows of the two gases are in the ratio of their partial pressures. Its relative change is

$$\frac{dP}{P}+\frac{dP}{P_t-P} = \frac{dP}{P}\,\frac{P_t}{P_t-P}.$$

The flow is thus more sensitive to temperature than the vapour pressure is, and strongly so when $P$ approaches $P_t$.

**How good is the ideal-vapour assumption?**

Go back to the Clapeyron equation and keep the first correction to the ideal gas, $V_g = RT/P + B_2$. Here $B_2$ is the second virial coefficient, unrelated to the Antoine $B$. It is negative when attraction between the molecules makes the vapour denser than an ideal gas. Keeping the liquid volume too,

$$\Delta H = T\left(\frac{RT}{P}+B_2-V_l\right)\frac{dP}{dT}.$$

Taking $RT/P$ out of the bracket leaves the ideal result times a correction:

$$\Delta H = RT^2\frac{d\ln P}{dT}\left[1+\frac{(B_2-V_l)P}{RT}\right].$$

For a rough estimate take $B_2=-2000$ cm³/mol and $V_l=110$ cm³/mol. At 350 K and 125.9 Torr the ideal molar volume $RT/P$ is 173380 cm³/mol. Relative to the ideal-vapour enthalpy, the two shifts are

$$\frac{-2000}{173380} = -1.15\%, \qquad \frac{-110}{173380} = -0.063\%.$$

Together they lower the enthalpy from 39.1 to 38.6 kJ/mol. So 39.1 kJ/mol is the answer to the exercise, but its last digit isn't a physical prediction for a real vapour.

The correction can be tested on a fluid whose latent heat can also be computed directly. I used the van der Waals fluid, with pressure, volume and temperature in units of their critical values:

$$p = \frac{8t}{3v-1}-\frac{3}{v^2}.$$

In these units the gas constant is $8/3$. Expanding for large $v$ gives $B_2 = 1/3 - 9/(8t)$. At $t=0.4$, requiring equal pressures and equal Gibbs energies in the two phases gives a saturation pressure of 0.00517. The latent heat follows directly from the energy difference plus the work of expansion,

$$\Delta H = \frac{3}{v_l}-\frac{3}{v_g}+p\,(v_g-v_l) = 8.80076 .$$

The Clapeyron equation, with the slope taken numerically along the saturation curve, gives the same value to these digits. The ideal-vapour formula gives 8.92615. The direct value lies 1.405% below that, and the first-order correction predicts 1.390%. The correction therefore accounts for nearly all of the error in this case.

**Where the formula fails**

The first-order correction needs $|B_2|P/(RT)$ to be small, so it too becomes unreliable as the vapour gets dense. At the critical point the two phases become identical and $\Delta H$ must vanish. The boxed formula can't reproduce that: for $C<0$ and $T+C>0$ the squared ratio is greater than 1, so the result stays above 28.7 kJ/mol however hot the liquid gets. At the other end, it diverges as $T$ falls towards 50 K. That comes from the form of the fit and says nothing about a real liquid. Use Antoine parameters within the temperature range over which they were fitted.

The formula also assumes that the vapour molecules don't associate. $RT/P$ is the volume per mole of gas particles. If the vapour consisted entirely of dimers, a mole of monomer units would occupy half that volume, and the enthalpy per mole of monomer units would be half the value given by the formula. Trimethylaluminium, a common precursor for aluminium oxide, does form dimers, so there you must say which mole you mean.

**Comparison with a real precursor**

With $A=7.1$, these round parameters describe a liquid roughly like titanium tetrachloride, which is used to deposit titanium nitride and titanium dioxide. The model gives 8.5 Torr at 293 K and a boiling point of 405.5 K at 760 Torr. The real liquid has a vapour pressure of roughly 10 Torr near room temperature and boils at roughly 410 K. The parameters are not a fit to it, however, so 39.1 kJ/mol shouldn't be quoted as its measured enthalpy. A source at 350 K is also warm for such a volatile liquid, which can be delivered from near room temperature. At 300 K the model vapour is much thinner, and with $B_2$ held fixed the non-ideality shift is less than one eighth of its 350 K value. In a real vapour $B_2$ becomes more negative on cooling, so the true reduction is smaller than that, though the shift still stays well below its 350 K value. In a working source, incomplete saturation of the carrier gas or cooling of the liquid also lowers the delivered flow: at 350 K, a liquid 1 K colder than its set point has a vapour pressure nearly 4% lower.

The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
Antoine A (P in Torr): 7.1
Antoine B: 1500 K
Antoine C: -50 K
Temperature T: 350 K
T + C: 300 K
Gas constant R: 8.31446 J/(mol K)
ln(10): 2.30259
R ln(10) B: 28.717 kJ/mol
[T/(T + C)]^2: 1.36111
Vaporisation enthalpy, formula: 39.087 kJ/mol
Vaporisation enthalpy, numerical slope: 39.087 kJ/mol
Slip, ln(10) omitted: 17.0 kJ/mol
Slip, squared ratio omitted: 28.7 kJ/mol
Slip, T - C in denominator: 22.0 kJ/mol
dH/dT at T: -37.2 J/(mol K)
Enthalpy at 300 K: 41.4 kJ/mol
Pressure at 350 K: 125.9 Torr
Pressure at 293 K: 8.5 Torr
Boiling point at 760 Torr: 405.5 K
Pressure rise per kelvin at T: 3.84 %/K
Pressure at 300 K, Antoine: 12.59 Torr
Pressure at 300 K, constant H: 13.42 Torr
Excess of constant-H value: 6.6 %
Rough second virial coefficient: -2000 cm^3/mol
Rough liquid molar volume: 110 cm^3/mol
Ideal vapour molar volume: 173380 cm^3/mol
Enthalpy shift, vapour non-ideality: -1.15 %
Enthalpy shift, liquid volume: -0.063 %
Enthalpy with both corrections: 38.6 kJ/mol
Van der Waals test, reduced temperature: 0.4
Van der Waals test, reduced pressure: 0.00517
Latent heat, direct (reduced units): 8.80076
Latent heat, Clapeyron (reduced units): 8.80076
Latent heat, ideal formula (reduced units): 8.92615
True shift from ideal formula: -1.405 %
First-order predicted shift: -1.390 %
```
